\section*{Hydrogenic Fine Structure from the Dirac Energy and from Perturbation Theory}

\section*{Setting}

One electron moves in the field of a fixed point charge $Z$. Hartree atomic units are used, so $V=-Z/r$ and $c=1/\alpha$, and we write $x=Z\alpha=Z/c$. The energy including rest energy is $E$, and $\varepsilon=E-c^2$. Nuclear size, nuclear recoil and radiative effects are left out. For the upper and lower two-component parts $\varphi,\chi$ of the wave function, the Dirac equation is
\begin{equation}
(\varepsilon-V)\varphi=c\,\sigma\!\cdot\! p\,\chi,\qquad
(\varepsilon+2c^2-V)\chi=c\,\sigma\!\cdot\! p\,\varphi .
\label{dirac}
\end{equation}
The problem finds the leading relativistic shift of the levels twice: from the closed Dirac energy, and from perturbation theory on the Schr\"odinger states.

\section*{(a) Find the bound energies of the Dirac equation}

\textbf{Solution.} Let $\sigma_r=\sigma\cdot\hat r$. Since $\sigma_r^2=1$,
\[
\sigma\!\cdot\! p=\sigma_r(\sigma_r\,\sigma\!\cdot\! p)
=\sigma_r\left(\hat r\!\cdot\! p+i\sigma\!\cdot\!(\hat r\times p)\right)
=-i\sigma_r\left(\partial_r-\frac{\sigma\!\cdot\! L}{r}\right).
\]
Let $\Omega_\kappa$ be the spin-angle function with $\sigma\cdot L\,\Omega_\kappa=-(1+\kappa)\Omega_\kappa$. Then $\kappa=-(l+1)$ for $j=l+\frac12$ and $\kappa=l$ for $j=l-\frac12$, so $|\kappa|=j+\frac12\equiv k$. From $[L_a,\hat r_b]=i\epsilon_{abc}\hat r_c$ and $\hat r\cdot L=0$ one gets
\[
\sigma\!\cdot\! L\,\sigma_r+\sigma_r\,\sigma\!\cdot\! L
=i\epsilon_{abc}\sigma_a\sigma_b\hat r_c=-2\sigma_r ,
\]
so $\sigma_r\Omega_\kappa$ belongs to $-\kappa$. With $\varphi=(G/r)\Omega_\kappa$ and $\chi=-i(F/r)\sigma_r\Omega_\kappa$, equation (\ref{dirac}) becomes
\begin{equation}
G'=-\frac{\kappa}{r}G+\frac{E+c^2-V}{c}F,\qquad
F'=\frac{\kappa}{r}F-\frac{E-c^2-V}{c}G .
\label{radial}
\end{equation}

At large $r$ the decaying solution goes as $e^{-\lambda r}$ with $\lambda=\sqrt{c^4-E^2}/c$. Insert $G=e^{-\lambda r}r^\gamma\sum_s a_sr^s$ and $F=e^{-\lambda r}r^\gamma\sum_s b_sr^s$, and collect equal powers:
\begin{align}
(s+\gamma+\kappa)a_s-xb_s&=\lambda a_{s-1}+\frac{c^2+E}{c}\,b_{s-1}\equiv R_s,\label{r1}\\
xa_s+(s+\gamma-\kappa)b_s&=\frac{c^2-E}{c}\,a_{s-1}+\lambda b_{s-1}=qR_s,\label{r2}
\end{align}
where $q=\sqrt{(c^2-E)/(c^2+E)}$. The last equality holds because $\lambda=q(c^2+E)/c$ and $(c^2-E)/c=q\lambda$.

For $s=0$ the right sides vanish, and a nonzero solution needs $\gamma^2=\kappa^2-x^2$. We take $x<k$ and the root $\gamma>0$. The other root gives $G^2+F^2\sim r^{-2|\gamma|}$, which cannot be normalized when $|\gamma|\ge\frac12$. For $|\gamma|<\frac12$ (for $k=1$, $x>\sqrt3/2$ or $Z>118.7$) both roots can be normalized, and the positive one is singled out by a finite $\langle V\rangle$. For $k=1$ we have $\gamma<1$, so $G/r\sim r^{\gamma-1}$ still diverges at the origin, though integrably. If the series does not end, then for large $s$ we have $a_s\approx R_s/s$ and $b_s\approx qR_s/s$, so $R_{s+1}\approx2\lambda R_s/s$. The sums then grow as $e^{2\lambda r}$, which defeats the factor $e^{-\lambda r}$. A bound state therefore needs $R_{N+1}=0$ for some $N$, which means $b_N=-qa_N$. At $s=N$, the left side of (\ref{r2}) equals $q$ times that of (\ref{r1}):
\[
x-q(N+\gamma-\kappa)=q(N+\gamma+\kappa)+q^2x
\;\Rightarrow\; x(1-q^2)=2q(N+\gamma).
\]
Now $1-q^2=2E/(c^2+E)$ and $q=\sqrt{c^4-E^2}/(c^2+E)$, so
\[
xE=(N+\gamma)\sqrt{c^4-E^2}.
\]
Hence $E>0$. Squaring and solving for $E$, with $n=N+k$, gives
\begin{equation}
E=c^2\left[1+\frac{x^2}{A^2}\right]^{-1/2},\qquad A=n-k+\sqrt{k^2-x^2}.
\label{closed}
\end{equation}

Conversely, at this energy the two relations at $s=N$ give $(b_N+qa_N)(N+\gamma-\kappa+qx)=0$. The condition on $q$ gives $qx=\sqrt{A^2+x^2}-A$ with $A=N+\gamma$, so the second factor is $\sqrt{N^2+2N\gamma+\kappa^2}-\kappa$. It is positive for $N\ge1$, and also for $N=0$ with $\kappa<0$, so the series does end. For $N=0$, (\ref{r1}) requires $\gamma+\kappa=-xq<0$, which excludes $\kappa>0$. Thus $l\le n-1$, as in the Schr\"odinger problem.

The energy depends on $n$ and $k$ but not on the sign of $\kappa$. In this model, states with equal $n$ and $j$ but different $l$ are degenerate.

\section*{(b) Expand the energy in $x$ and find the first relativistic correction and the term after it}

\textbf{Solution.} Write $A=n-\delta$ with
\[
\delta=k-\sqrt{k^2-x^2}=\frac{x^2}{2k}+\frac{x^4}{8k^3}+O(x^6).
\]
The inverse root gives
\[
\frac{E}{c^2}=1-\frac{x^2}{2A^2}+\frac{3x^4}{8A^4}-\frac{5x^6}{16A^6}+O(x^8),
\]
and the powers of $A$ needed are
\[
\frac1{A^2}=\frac1{n^2}\left(1+\frac{2\delta}{n}+\frac{3\delta^2}{n^2}+\dots\right)
=\frac1{n^2}+\frac{x^2}{kn^3}+x^4\left(\frac1{4k^3n^3}+\frac{3}{4k^2n^4}\right)+\dots,
\]
\[
\frac1{A^4}=\frac1{n^4}+\frac{2x^2}{kn^5}+\dots,\qquad \frac1{A^6}=\frac1{n^6}+\dots .
\]
The coefficient of $x^4$ is
\[
-\frac1{2kn^3}+\frac3{8n^4}=-\frac1{2n^4}\left(\frac nk-\frac34\right).
\]
The coefficient of $x^6$ is
\[
-\frac1{8k^3n^3}-\frac3{8k^2n^4}+\frac3{4kn^5}-\frac5{16n^6}.
\]
Multiply by $c^2=1/\alpha^2$ and subtract the rest energy:
\begin{equation}
\varepsilon=-\frac{Z^2}{2n^2}-\frac{Z^4\alpha^2}{2n^4}\left(\frac{n}{j+\frac12}-\frac34\right)+\varepsilon_6+O(Z^8\alpha^6),
\label{expansion}
\end{equation}
\begin{equation}
\varepsilon_6=-\frac{Z^6\alpha^4}{8n^3}\left(\frac1{k^3}+\frac3{nk^2}-\frac6{n^2k}+\frac5{2n^3}\right).
\label{next}
\end{equation}
The correction is of order $(Z\alpha)^4$ in units of the rest energy, which is $Z^4\alpha^2$ in hartree.

Since $k\le n$, the bracket in (\ref{expansion}) is at least $\frac14$, so this term lowers every level. The value $\frac14$ belongs to $k=n$. There $N=0$, $A^2=n^2-x^2$, and (\ref{closed}) reduces to $E=c^2\sqrt{1-x^2/n^2}$, whose $x^4$ term is $-x^4/(8n^4)$, in agreement.

\section*{(c) Find the first-order energy shift from the Dirac equation without using its closed solution}

\textbf{Solution.} Eliminate $\chi$ from (\ref{dirac}) and expand in $1/c^2$:
\[
\chi=\frac{c}{2c^2+\varepsilon-V}\,\sigma\!\cdot\! p\,\varphi
\approx\frac1{2c}\left(1-\frac{\varepsilon-V}{2c^2}\right)\sigma\!\cdot\! p\,\varphi .
\]
Insert this in the first equation and use $(\sigma\cdot p)^2=p^2=2T$:
\[
(\varepsilon-V)\varphi=T\varphi-\frac{\varepsilon}{2c^2}T\varphi
+\frac1{4c^2}\,\sigma\!\cdot\! p\,V\,\sigma\!\cdot\! p\,\varphi .
\]
Moving the terms with $\varepsilon$ to one side gives
\begin{equation}
\left[T+V+\frac{\sigma\!\cdot\! p\,V\,\sigma\!\cdot\! p}{4c^2}\right]\varphi
=\varepsilon\left[1+\frac{T}{2c^2}\right]\varphi .
\label{gen}
\end{equation}
The factor on the right accounts for the part of the norm carried by $\chi$, since $\langle\chi|\chi\rangle\approx\langle p^2\rangle/(4c^2)=\langle T\rangle/(2c^2)$.

Set $\varphi=\varphi_0+\varphi_1$ and $\varepsilon=\varepsilon_0+\Delta$, with $(T+V)\varphi_0=\varepsilon_0\varphi_0$, and project the first-order part of (\ref{gen}) on the normalized $\varphi_0$. The term $\langle\varphi_0|(T+V-\varepsilon_0)\varphi_1\rangle$ vanishes because $T+V$ is Hermitian, leaving
\begin{equation}
\Delta=\frac{\langle\sigma\!\cdot\! p\,V\,\sigma\!\cdot\! p\rangle}{4c^2}-\frac{\varepsilon_0\langle T\rangle}{2c^2}.
\label{delta}
\end{equation}

The level $\varepsilon_0$ is degenerate, so $\varphi_0$ must be chosen to make the perturbation diagonal. The perturbation conserves total angular momentum and parity. Within one shell, two states with the same $j$ and $m_j$ but different $l$ have $l=j\pm\frac12$ and hence opposite parity. The states $|n\,l\,j\,m_j\rangle$ therefore do not mix.

The expansion of the denominator needs $|\varepsilon-V|\ll2c^2$, which fails for $r\lesssim Z/(2c^2)$. That radius is $x^2/2$ times the length $1/Z$ of the atom. The averages in (\ref{delta}) are finite, and the comparison in (f) checks the outcome against (b), where this expansion was not used.

\section*{(d) Separate the shift into terms with a direct physical meaning}

\textbf{Solution.} From $\sigma_a\sigma_b=\delta_{ab}+i\epsilon_{abc}\sigma_c$ and $p\times(Vp)=-i\nabla V\times p$,
\[
\sigma\!\cdot\! p\,V\,\sigma\!\cdot\! p=p\cdot Vp+\sigma\cdot(\nabla V\times p).
\]
Here $\nabla V=Z\mathbf r/r^3$, so the last term is $Z\,\sigma\cdot L/r^3=2Z\,L\cdot S/r^3$. It vanishes for $l=0$ because $L\varphi_0=0$.

For the first term, let $\rho=\varphi_0^\dagger\varphi_0$ and integrate by parts:
\[
\langle p\cdot Vp\rangle=\int V\,\nabla\varphi_0^\dagger\!\cdot\!\nabla\varphi_0\,d^3r
=-\int V\varphi_0^\dagger\nabla^2\varphi_0\,d^3r-\int\varphi_0^\dagger\,\nabla V\!\cdot\!\nabla\varphi_0\,d^3r .
\]
The left side is real. So is the first integral on the right, since $-\nabla^2\varphi_0=2(\varepsilon_0-V)\varphi_0$. The last integral is then real too and equals $\frac12\int\nabla V\cdot\nabla\rho\,d^3r$. With $\nabla^2V=4\pi Z\,\delta^3(\mathbf r)$, its contribution is
\[
-\frac12\int\nabla V\cdot\nabla\rho\,d^3r=\frac12\int\rho\,\nabla^2V\,d^3r=2\pi Z\rho(0).
\]
In the first integral use $-\nabla^2\varphi_0=2T\varphi_0$ and $V\varphi_0=(\varepsilon_0-T)\varphi_0$:
\[
2\langle V\varphi_0|T\varphi_0\rangle=2\varepsilon_0\langle T\rangle-2\langle T\varphi_0|T\varphi_0\rangle
=2\varepsilon_0\langle T\rangle-\tfrac12\langle p^4\rangle ,
\]
where $\langle p^4\rangle$ means the squared norm of $p^2\varphi_0$. Dividing by $4c^2$ produces $+\varepsilon_0\langle T\rangle/(2c^2)$, which cancels the last term of (\ref{delta}):
\begin{equation}
\Delta=-\frac{\langle p^4\rangle}{8c^2}+\frac{\pi Z}{2c^2}\rho(0)+\frac{Z}{2c^2}\left\langle\frac{L\cdot S}{r^3}\right\rangle .
\label{three}
\end{equation}
The first term is the mass-velocity energy, the next term in $\sqrt{c^4+p^2c^2}=c^2+p^2/2-p^4/(8c^2)+\dots$. The second is the Darwin term, which acts at the nucleus. The third is the spin-orbit energy.

\section*{(e) Find the radial averages that these terms require}

\textbf{Solution.} The function $u=rR(r)$ obeys $h_lu=\varepsilon_0u$ with
\[
h_l=-\frac12\frac{d^2}{dr^2}+W,\qquad W=\frac{l(l+1)}{2r^2}-\frac Zr .
\]
Put $u=r^{l+1}e^{-\mu r}\sum_sd_sr^s$ with $\varepsilon_0=-\mu^2/2$. Equal powers give $s(s+2l+1)d_s=2[\mu(s+l)-Z]d_{s-1}$. The series ends at degree $n_r$ when $\mu=Z/(n_r+l+1)$, so
\[
\varepsilon_0=-\frac{Z^2}{2(n_r+l+1)^2},\qquad n=n_r+l+1 .
\]
This also holds for non-integer $l\ge0$. For a parameter $\tau$ in $h_l$, differentiate $(h_l-\varepsilon_0)u=0$ and project on $u$. The term with $\partial u/\partial\tau$ drops out by Hermiticity, and $d\varepsilon_0/d\tau=\langle\partial h_l/\partial\tau\rangle$. Taking $\tau=Z$, and then $\tau=l$ at fixed $n_r$, gives
\begin{equation}
\left\langle\frac1r\right\rangle=\frac Z{n^2},\qquad
\left(l+\tfrac12\right)\left\langle\frac1{r^2}\right\rangle=\frac{Z^2}{n^3}.
\label{av}
\end{equation}

For the remaining averages multiply $u''=2(W-\varepsilon_0)u$ by $2u'$. This gives $(u'^2)'=2(W-\varepsilon_0)(u^2)'$. Integrate from $0$ to $\infty$, by parts on the right. The boundary term $(W-\varepsilon_0)u^2$ vanishes at both ends because $u\sim r^{l+1}$ near the origin, so
\[
u'(0)^2=2\left\langle W'\right\rangle=2Z\left\langle\frac1{r^2}\right\rangle-2l(l+1)\left\langle\frac1{r^3}\right\rangle\quad(l>0).
\]
For $l=0$ the last term is absent from $W'$. Then $u'(0)^2=4Z^3/n^3$ and, dividing by $4\pi$, $\rho(0)=Z^3/(\pi n^3)$. For $l>0$ we have $u'(0)=0$, hence $\rho(0)=0$ and
\begin{equation}
\left\langle\frac1{r^3}\right\rangle=\frac{Z^3}{n^3\,l(l+\frac12)(l+1)} .
\label{r3}
\end{equation}

\section*{(f) Evaluate the three energies, add them, and compare with (b)}

\textbf{Solution.} Since $p^2\varphi_0=2(\varepsilon_0+Z/r)\varphi_0$,
\begin{align}
E_{\rm mv}&=-\frac1{2c^2}\left[\varepsilon_0^2+2\varepsilon_0Z\left\langle\frac1r\right\rangle+Z^2\left\langle\frac1{r^2}\right\rangle\right]\notag\\
&=-\frac{Z^4\alpha^2}2\left[\frac1{4n^4}-\frac1{n^4}+\frac1{n^3(l+\frac12)}\right]
=-\frac{Z^4\alpha^2}{2n^4}\left[\frac n{l+\frac12}-\frac34\right].
\label{mv}
\end{align}
The Darwin energy is $E_{\rm D}=Z^4\alpha^2/(2n^3)$ for $l=0$ and zero otherwise. From $J^2=L^2+S^2+2L\cdot S$, the value of $L\cdot S$ is $\frac12[j(j+1)-l(l+1)-\frac34]$, which is $l/2$ for $j=l+\frac12$ and $-(l+1)/2$ for $j=l-\frac12$. With (\ref{r3}), for $l>0$,
\[
E_{\rm so}=\frac{Z^4\alpha^2}{2n^3}\times
\begin{cases}
\dfrac1{2(l+\frac12)(l+1)}, & j=l+\frac12,\\[2ex]
-\dfrac1{2l(l+\frac12)}, & j=l-\frac12 .
\end{cases}
\]

In each case the sum has the form
\[
\Delta=-\frac{Z^4\alpha^2}{2n^4}\left[nB-\frac34\right],
\]
where $B$ is
\begin{align*}
l=0:\quad&B=2-1=1,\\
j=l+\tfrac12,\ l>0:\quad&B=\frac1{l+\frac12}-\frac1{2(l+\frac12)(l+1)}=\frac{2l+1}{2(l+\frac12)(l+1)}=\frac1{l+1},\\
j=l-\tfrac12:\quad&B=\frac1{l+\frac12}+\frac1{2l(l+\frac12)}=\frac{2l+1}{2l(l+\frac12)}=\frac1l .
\end{align*}
All three are $B=1/(j+\frac12)$. Thus $\Delta$ is the second term of (\ref{expansion}), although each separate contribution depends on $l$.

\section*{(g) Evaluate the $n=2$ levels for $Z=10$ and judge the accuracy}

\textbf{Solution.} This is a model one-electron ion with $x=0.07297$ and $\varepsilon_0=-12.5$ hartree. The natural unit of the shifts is $w=Z^4\alpha^2/(2n^4)=0.016641$ hartree.

For $2s_{1/2}$, (\ref{mv}) gives $E_{\rm mv}=-(4-0.75)w=-0.054083$ hartree, and $E_{\rm D}=2w=0.033282$ hartree. The sum is $-1.25\,w=-0.020801$ hartree.

For both $2p$ levels $E_{\rm mv}=-(\frac43-\frac34)w=-0.009707$ hartree. The spin-orbit energy is $-\frac23w=-0.011094$ hartree for $j=\frac12$ and $+\frac13w=0.005547$ hartree for $j=\frac32$. The sums are $-0.020801$ and $-0.004160$ hartree. The $2s_{1/2}$ and $2p_{1/2}$ shifts agree, but the first combines mass-velocity and Darwin energies, and the second mass-velocity and spin-orbit energies.

The closed formula gives $-12.520860$ hartree for $j=\frac12$ and $-12.504163$ hartree for $j=\frac32$. Beyond first order there remain $-5.835\times10^{-5}$ and $-2.77\times10^{-6}$ hartree, which are $0.28\%$ and $0.07\%$ of the respective first-order shifts. Equation (\ref{next}) predicts $-5.815\times10^{-5}$ and $-2.77\times10^{-6}$ hartree, so it accounts for nearly all of the remainder within this model. For a real ion the effects left out are as large or larger. For a nucleus of mass 20 u the reduced mass alone raises the $n=2$ levels by about $3.4\times10^{-4}$ hartree. The anomalous magnetic moment of the electron adds about $(\alpha/\pi)w\approx4\times10^{-5}$ hartree to the $2p$ splitting. The radiative shift of $2s_{1/2}$ is several $10^{-4}$ hartree and removes its degeneracy with $2p_{1/2}$.

The $2p$ splitting is $w=0.016641$ hartree, or $0.4528$ eV, in first order, and $0.016697$ hartree, or $0.4543$ eV, from the closed formula. For $n=2$ the bracket in (\ref{next}) is $\frac{21}{16}$ for $k=1$ and $\frac1{16}$ for $k=2$. The next term therefore adds $\frac54Z^6\alpha^4/64$ to the splitting $Z^4\alpha^2/32$, and the ratio of full to first-order splitting is
\[
1+\tfrac58x^2+O(x^4).
\]
At $Z=10$ this gives $1.0033$, as does the closed formula. At $Z=40$ it gives $1.053$ against $1.056$, and at $Z=80$ it gives $1.213$ against $1.277$. By then the first-order splitting is too small by more than a fifth of the full value, and with the one further term included it is still too small by about $5\%$ of the full value.

The first terms of the expansion suffice when $x\ll k$. The root $\sqrt{k^2-x^2}$ is singular at $x=k$, and beyond that point the point-charge formula gives no real energy. For $k=1$ the limit is $Z=c\approx137$. The numerical output also compares (\ref{closed}) with direct integration of (\ref{radial}) for five states at $Z=10$ and $60$; the largest relative difference in $\varepsilon=E-c^2$ is $7.5\times10^{-12}$.

\section*{Computed values}
\begin{verbatim}
alpha = 0.0072973526, c = 137.035999 a.u.
Model ion: Z = 10, n = 2, Z alpha = 0.072974
Nonrelativistic energy = -12.500000 hartree
Z^4 alpha^2/(2 n^4) = 0.01664105 hartree
2s: <1/r> = 2.5000, <1/r^2> = 25.0000, <p^4> = 8125.0000 a.u.
2s: |psi(0)|^2 = 39.78874 a.u.
2p: <1/r> = 2.5000, <1/r^2> = 8.3333, <p^4> = 1458.3333 a.u.
2p: <1/r^3> = 41.66667 a.u.
First-order energies in hartree:
2s1/2: mass-velocity -0.05408341, Darwin +0.03328210
2s1/2: spin-orbit +0.00000000, sum -0.02080131
2p1/2: mass-velocity -0.00970728, Darwin +0.00000000
2p1/2: spin-orbit -0.01109403, sum -0.02080131
2p3/2: mass-velocity -0.00970728, Darwin +0.00000000
2p3/2: spin-orbit +0.00554702, sum -0.00416026
Dirac energies in hartree:
2s1/2: closed formula -12.52085966, numerical integration -12.520860
2s1/2: remainder after first order -5.835e-05, next term -5.815e-05
2p1/2: closed formula -12.52085966, numerical integration -12.520860
2p1/2: remainder after first order -5.835e-05, next term -5.815e-05
2p3/2: closed formula -12.50416303, numerical integration -12.504163
2p3/2: remainder after first order -2.772e-06, next term -2.769e-06
2p splitting, first order = 0.01664105 hartree = 0.45283 eV
2p splitting, Dirac = 0.01669663 hartree = 0.45434 eV
2p splitting, ratio Dirac / first order:
Z = 1: Z alpha = 0.00730, ratio = 1.00003
Z = 10: Z alpha = 0.07297, ratio = 1.00334
Z = 40: Z alpha = 0.29189, ratio = 1.05645
Z = 80: Z alpha = 0.58379, ratio = 1.27697
Largest relative gap, integration vs closed formula = 7.5e-12 (5 states, Z = 10 and 60)
States with exact first-order match = 32 (n = 1 to 4, Z = 1 and 10)
\end{verbatim}
